# Overlay from Two Biased Grating Targets: Two Derivations, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the diffracted fields to the overlay

### A signal proportional to displacement

Suppose that two line gratings of equal pitch lie one above the other, in two successive layers of a chip, and that an optical signal $A$ is proportional to the sideways displacement $s$ of the upper grating relative to the lower one: $A=Cs$. The constant $C$ depends on films and materials and is not known. The wanted quantity is the overlay $v$, the displacement caused by imperfect alignment.

One target gives one number, $Cv$, from which $v$ cannot be found. Let two targets therefore be printed side by side, with intentional extra displacements $+d$ and $-d$, called biases. Both suffer the same overlay, so

$$A_+=C(v+d),\qquad A_-=C(v-d).$$

Their sum is $S=A_++A_-=2Cv$ and their difference is $D=A_+-A_-=2Cd$. The unknown constant cancels in the ratio:

$$v=d\,\frac{S}{D}.$$

If $d=20$ nm and the signals are $23$ and $-17$ in any unit, then $S=6$, $D=40$ and $v=3$ nm. The known bias supplies the length scale. At zero overlay the two signals are equal and opposite, and the sum vanishes.

A grating repeats after one pitch $p$, so the signal must repeat too, and proportionality can hold only for small displacements. The simplest periodic replacement is a sine, $A=K\sin(2\pi s/p)$. The result to be derived for it is

$$\tan\frac{2\pi v}{p}=\tan\frac{2\pi d}{p}\;\frac{S}{D}.$$

For small angles each tangent becomes its argument and $v=dS/D$ returns. It remains to find where the sine comes from and how good it is.

### Signal and conventions

The $x$ axis runs across the lines, and $s$ is positive when the upper grating is displaced towards $+x$. Light of vacuum wavelength $\lambda$ falls at normal incidence, with its electric field along the lines. Write

$$q=\frac{2\pi}{p},\qquad \phi=qs,\qquad \theta=qv,\qquad \delta=qd .$$

The reflected field consists of orders $n$ that vary as $e^{inqx}$. Let $I_{+1}$ and $I_{-1}$ be the powers in the two first orders, as fractions of the incident power. The signal is the first-order asymmetry

$$A(s)=I_{+1}(s)-I_{-1}(s).$$

Assume that each grating is mirror symmetric about the centre of its lines. A reflection $x\to-x$ about the centre of a lower line leaves the lower grating and the incident wave unchanged. It turns $s$ into $-s$ and exchanges the two orders. Hence

$$I_{-1}(s)=I_{+1}(-s).$$

It follows that $A(-s)=I_{+1}(-s)-I_{-1}(-s)=I_{-1}(s)-I_{+1}(s)=-A(s)$. The asymmetry is odd in $s$. It also has period $p$, so it is a sum of sines,

$$A(s)=\sum_{n\ge1}K_n\sin(nqs).$$

Symmetry alone does not remove the terms with $n\ge2$. For that the optics is needed.

### How a displaced grating marks the light

For an electric field along the lines, Maxwell's equations reduce to

$$\frac{\partial^2E}{\partial x^2}+\frac{\partial^2E}{\partial z^2}+k_0^2\,\varepsilon(x,z)E=0,\qquad k_0=\frac{2\pi}{\lambda}.$$

Within a layer whose permittivity $\varepsilon$ does not depend on $z$, write $E=\sum_nE_n(z)e^{inqx}$ and $\varepsilon=\sum_m\varepsilon_me^{imqx}$. Two $x$ derivatives of order $n$ give $-n^2q^2$. In the product $\varepsilon E$, the terms varying as $e^{inqx}$ have coefficient $\sum_m\varepsilon_{n-m}E_m$. Therefore

$$\frac{d^2E_n}{dz^2}=n^2q^2E_n-k_0^2\sum_m\varepsilon_{n-m}E_m .$$

The mean permittivity $\varepsilon_0$ leaves the order unchanged. A component $\varepsilon_m$ with $m\ne0$ raises the order by $m$; call this a diffraction event. If the grating is displaced by $s$, its permittivity becomes $\varepsilon(x-s)$, and each component acquires a phase:

$$\varepsilon_m\to\varepsilon_m e^{-imqs}=\varepsilon_me^{-im\phi}.$$

Light that gains a total of $m$ orders from the upper grating thus carries the factor $e^{-im\phi}$, whatever its path. Light that ends in order $+1$ has gained the remaining $1-m$ orders from the lower grating, which adds no phase because that grating stays in place. The amplitude of order $+1$, relative to the incident amplitude, is consequently

$$r_{+1}=\sum_m c_m e^{-im\phi},$$

where the complex numbers $c_m$ do not depend on $s$. Mirror symmetry gives $r_{-1}(s)=r_{+1}(-s)=\sum_mc_me^{+im\phi}$.

### First derivation: two interfering amplitudes

Let the permittivity contrast between line and gap be weak in both gratings. To leading order, light reaches order $+1$ through a single diffraction event, either in the lower grating ($m=0$) or in the upper one ($m=1$). Call the two coefficients $B=c_0$ and $T=c_1$. They include all reflections at the layers of mean permittivity, because those do not change the order. Then

$$r_{+1}=B+Te^{-i\phi},\qquad r_{-1}=B+Te^{+i\phi}.$$

The power that leaves the surface is proportional to the squared amplitude times the normal component of the wavevector. In air this component is $k_0$ for the incident wave and $\sqrt{k_0^2-q^2}$ for a first order. Their ratio is

$$f=\sqrt{1-(\lambda/p)^2},$$

and $I_{\pm1}=f|r_{\pm1}|^2$. Expanding the squares gives

$$I_{\pm1}=f\left[|B|^2+|T|^2+2\,\mathrm{Re}\left(B^*Te^{\mp i\phi}\right)\right].$$

The first two terms are common to both orders and cancel in the difference:

$$A=2f\,\mathrm{Re}\left[B^*T\left(e^{-i\phi}-e^{i\phi}\right)\right]=2f\,\mathrm{Re}\left[-2i\,B^*T\sin\phi\right].$$

For any complex $z$, $\mathrm{Re}(-iz)=\mathrm{Im}\,z$. Hence

$$A=K\sin\phi,\qquad K=4f\,\mathrm{Im}(B^*T).$$

The asymmetry is an interference signal. Displacing the upper grating turns the phase of its contribution in opposite senses for the two orders. If $B$ and $T$ are in phase or in antiphase at $s=0$, the two orders change equally, $K=0$, and the overlay leaves no trace in $A$. This phase depends on the gratings themselves and on the films between and around them, so a stack can be blind at one wavelength and sensitive at another.

On the two targets $\phi$ equals $\theta+\delta$ and $\theta-\delta$. With the same $K$ on both, the addition theorem for the sine gives

$$A_+=K(\sin\theta\cos\delta+\cos\theta\sin\delta),$$

$$A_-=K(\sin\theta\cos\delta-\cos\theta\sin\delta).$$

Adding removes the second term and subtracting removes the first:

$$S=2K\sin\theta\cos\delta,\qquad D=2K\cos\theta\sin\delta .$$

Division gives

$$\frac SD=\frac{\sin\theta\cos\delta}{\cos\theta\sin\delta}=\frac{\tan\theta}{\tan\delta},$$

and multiplication by $\tan\delta$ gives

$$\boxed{\tan\theta=\tan\delta\;\frac SD}$$

### Where the division is allowed, and which angle it gives

The division needs $K\ne0$, $\sin\delta\ne0$ and $\cos\theta\ne0$, and the tangent of the bias needs $\cos\delta\ne0$. If $\sin\delta=0$, both targets give the same signal and there is no length scale. If $d=p/4$, then $\cos\delta=0$ and the signals are $K\cos\theta$ and $-K\cos\theta$. Their sum vanishes for every overlay, so it tells nothing. Biases at a multiple of $p/4$ are thus excluded, and very close to one the result can become sensitive to noise.

The tangent has period $\pi$ in $\theta$, which is $p/2$ in $v$. The principal arctangent is therefore right if $|v|<p/4$. If the sign of $K$ is known, the separate relations

$$\sin\theta=\frac{S}{2K\cos\delta},\qquad \cos\theta=\frac{D}{2K\sin\delta}$$

fix the quadrant and extend the range to $|v|<p/2$. The magnitude of $K$ is not needed for this, since it multiplies sine and cosine by the same positive factor.

These statements were tested on signals computed from the coupled equations above, with orders $-10$ to $10$ kept and without assuming a sine. The pitch was 600 nm and the wavelength 520 nm. The contrast of both gratings was reduced to 0.02 of the value in the example below, at fixed mean permittivity. The largest higher harmonic was then $4\times10^{-6}$ of $K_1$, and $K_1$ agreed with $4f\,\mathrm{Im}(B^*T)$ to about one part in $10^4$. For overlays of $-40$ and 100 nm with a bias of 75 nm, and for 3 nm with a bias of 20 nm, the largest error of the recovered overlay was 0.0002 nm. These very small values belong to lines half a pitch wide, as used here. For them $\varepsilon_2=0$, so $c_2$ and $c_{-1}$ need three diffraction events and $K_2/K_1$ is of second order in the contrast. For other widths it is of first order: with upper lines $0.35p$ wide, at the same contrast and spacer, the largest harmonic is $3\times10^{-3}$ of $K_1$ and the largest error is 0.19 nm. For a true overlay of 200 nm, beyond $p/4=150$ nm, the arctangent returned $-100$ nm, and the sign of $K$ restored 200 nm.

### An example at full contrast

Consider resist lines 80 nm high, in air, on an oxide spacer. Below the spacer are silicon lines 60 nm high, with oxide in the trenches, on a silicon substrate. All lines are half a pitch wide. The refractive indices are 1.6 for resist, 1.5 for oxide and $4.2+0.05i$ for silicon, which are rough typical values. Pitch and wavelength remain 600 and 520 nm, the bias is 20 nm and the true overlay is 3 nm.

With everything else fixed, the spacer was varied from 150 to 350 nm. In steps of 10 nm, the magnitude of $A$ at $s=p/4$ ranged from about 5000 to about 180500 ppm of the incident power. Between the steps it passes through zero, changing sign near 197 and 318 nm, and the slope of $A$ at $s=0$ vanishes near 210 and 316 nm. The condition $K\ne0$ is thus a practical concern in this stack. The example uses the spacer with the strongest signal, 250 nm.

On the target with positive bias, the computed first-order powers are 43373.0 and 10998.0 ppm. On the other they are 13839.1 and 37751.2 ppm. In ppm,

$$A_+=43373.0-10998.0=32375.0,$$

$$A_-=13839.1-37751.2=-23912.1,$$

$$S=8462.9,\qquad D=56287.1,\qquad \frac SD=0.15035 .$$

The bias angle is $\delta=2\pi\times20/600=0.20944$ rad, with $\tan\delta=0.21256$. Hence

$$\tan\theta=0.21256\times0.15035=0.03196,$$

$$v=\frac{600\ \text{nm}}{2\pi}\arctan(0.03196)=3.05\ \text{nm}.$$

The estimate exceeds the true overlay by 0.05 nm, or 1.7 % of it. Keeping orders $-16$ to $16$ changes it by 0.0001 nm, so the error does not come from cutting off the orders. The powers themselves are less well converged than their digits suggest: with orders $-50$ to $50$ they fall by 64 to 109 ppm, $S$ by 11 ppm and $D$ by 78 ppm, while the estimate stays at 3.051 nm. It belongs to the sine law, which strong gratings do not obey exactly.

The linear formula gives $20\times0.15035=3.007$ nm, closer to the truth than the tangent formula. To see why, expand the tangents to third order:

$$\frac{\tan\theta}{\tan\delta}\approx\frac{\theta+\theta^3/3}{\delta+\delta^3/3}\approx\frac\theta\delta\left[1+\frac{\theta^2-\delta^2}{3}\right].$$

For a true sine the linear formula would read about 1.4 % low here. The harmonics raise the reading by 1.7 %, and the two errors nearly cancel. The sign of the harmonic error depends on the stack, so this agreement is no reason to prefer the linear formula.

## Second half: from the shape of the signal to the overlay

### Symbols and results carried over

Two gratings of pitch $p$ are displaced by $s$, upper relative to lower. The first-order asymmetry $A(s)=I_{+1}-I_{-1}$ is measured on two targets with $s=v+d$ and $s=v-d$, where $v$ is the overlay and $d$ the bias. The signals are $A_+$ and $A_-$, with sum $S$ and difference $D$. Further, $q=2\pi/p$, $\theta=qv$ and $\delta=qd$. For mirror-symmetric gratings at normal incidence, $A$ is odd and equals $\sum_nK_n\sin(nqs)$.

The amplitude of order $\pm1$ is $\sum_mc_me^{\mp imqs}$, where $m$ counts the orders gained from the upper grating. For weak gratings only $c_0=B$ and $c_1=T$ matter. They give $A=K\sin(qs)$ with $K=4f\,\mathrm{Im}(B^*T)$ and $f=\sqrt{1-(\lambda/p)^2}$, and the addition theorem then gives $\tan\theta=\tan\delta\,S/D$.

In the example, $p=600$ nm, $\lambda=520$ nm, $d=20$ nm and $v=3$ nm. There $S=8462.9$ ppm and $D=56287.1$ ppm of the incident power, and the formula returns 3.05 nm.

For weak, mirror-symmetric gratings, the interference of two diffracted amplitudes gives a sine signal, from which two biased targets yield the overlay without knowledge of the signal strength; in the full-contrast example the estimate is 1.7 % too large. It remains to derive the same formula from the shape and zero of the signal alone, and to examine the errors from higher harmonics, disturbed signals and asymmetric gratings.
